# Longitudinal sound along a cube axis of silicon

## Problem

Silicon is a cubic crystal with elastic constant \(C_{11}=165.7\) GPa and density \(\rho=2330\) kg/m³. A plane sound wave travels along a cube axis, and the atoms move along the same axis.

(a) Starting from the elastic energy of a cubic crystal, derive the wave equation and show that the wave travels near 8.4 km/s.

(b) A pulse of this sound is launched at one face of a wafer 775 µm thick, cut perpendicular to a cube axis. When does it reach the far face, and when does its echo return? What is the lowest resonance frequency for longitudinal motion across the thickness?

(c) Find the speed of a long compression wave in a thin silicon rod along the same axis, and explain why it differs.

(d) How does the longitudinal speed change for other directions, and for a wafer cut 2° off the axis?

(e) Estimate the effects of atomic structure, heat flow, warming by 100 K and heavy doping on the answer to (a).

Where needed, use the rough values \(C_{12}=64\) GPa and \(C_{44}=80\) GPa.

## Solution

### (a) From energy to speed

Let \(\mathbf u\) be the displacement of the material from rest. The strain components are

\[
e_{xx}=\frac{\partial u_x}{\partial x},\qquad
e_{xy}=\frac12\left(\frac{\partial u_x}{\partial y}+\frac{\partial u_y}{\partial x}\right),
\]

and similarly for the other axes. The strains are small and the crystal at rest is free of stress, so the energy per volume \(W\) begins with terms quadratic in the strain.

Symmetry removes most of these terms. A half turn about \(x\) reverses \(y\) and \(z\). It changes the sign of \(e_{xy}\) and \(e_{zx}\) and leaves \(e_{yz}\) and the normal strains alone. The energy cannot change, so a product such as \(e_{xx}e_{xy}\) or \(e_{xy}e_{yz}\) must be absent. Half turns about \(y\) and \(z\) remove the remaining products of a normal strain with a shear, and of two different shears. A third of a turn about the cube diagonal carries \(x\to y\to z\to x\), which makes the coefficients equal within each remaining group. Three constants are left:

\[
\begin{aligned}
W={}&\tfrac12C_{11}(e_{xx}^2+e_{yy}^2+e_{zz}^2)\\
&+C_{12}(e_{xx}e_{yy}+e_{yy}e_{zz}+e_{zz}e_{xx})\\
&+2C_{44}(e_{xy}^2+e_{yz}^2+e_{zx}^2).
\end{aligned}
\]

If only \(e_{xx}\) is present, \(W=\frac12C_{11}e_{xx}^2\), and therefore

\[
C_{11}=\frac{\partial^2W}{\partial e_{xx}^2}.
\]

This is the link to a first-principles calculation: one stretches the crystal cell along one axis, holds the other two lengths fixed, computes the total energy for several small strains, divides it by the volume of the unstrained cell, and takes the curvature. Here the value of \(C_{11}\) is given.

For our wave, \(\mathbf u=(u(x,t),0,0)\). Since \(u\) does not depend on \(y\) or \(z\), the only nonzero strain is \(e_{xx}=\partial u/\partial x\).

The stress follows from work. Take a block of length \(\ell\) and cross-section \(A\). Increasing \(e_{xx}\) by \(de_{xx}\) lengthens it by \(\ell\,de_{xx}\), so the end force \(\sigma_{xx}A\) does work \(\sigma_{xx}A\ell\,de_{xx}\). This equals the stored energy \(A\ell\,dW\). Hence

\[
\sigma_{xx}=\frac{\partial W}{\partial e_{xx}}
=C_{11}e_{xx}+C_{12}(e_{yy}+e_{zz})=C_{11}\frac{\partial u}{\partial x}.
\]

Tension is positive. In the same way \(\sigma_{yy}=\sigma_{zz}=C_{12}e_{xx}\). The shear stresses vanish because each is proportional to its own shear strain.

For a strain of \(10^{-4}\), the stress along the axis is 16.57 MPa and the sideways stress is 6.40 MPa. The sideways stress is what the surrounding material must supply to prevent the stretched region from narrowing. It does not vary with \(y\) or \(z\), so the forces on opposite sides of a small block cancel.

Now apply Newton's law to a slice between \(x\) and \(x+dx\). Its mass is \(\rho A\,dx\). The material on the right pulls it with \(A\sigma_{xx}(x+dx)\), and the material on the left pulls back with \(A\sigma_{xx}(x)\). Thus

\[
\rho A\,dx\,\frac{\partial^2u}{\partial t^2}
=A\left[\sigma_{xx}(x+dx)-\sigma_{xx}(x)\right]
=A\,\frac{\partial\sigma_{xx}}{\partial x}\,dx .
\]

Dividing by \(A\,dx\) and inserting the stress gives

\[
\rho\frac{\partial^2u}{\partial t^2}=C_{11}\frac{\partial^2u}{\partial x^2}.
\]

Try a profile that moves to the right without changing shape, \(u=f(x-vt)\). Two time derivatives give \(v^2f''\), and two space derivatives give \(f''\). The equation becomes \(\rho v^2f''=C_{11}f''\), which holds for any profile if

\[
v=\sqrt{\frac{C_{11}}{\rho}} .
\]

A stiffer crystal returns faster to its rest shape, and a denser one responds more slowly.

Since 1 Pa = 1 kg/(m s²), the ratio of pascals to kg/m³ has the unit m²/s²:

\[
\frac{C_{11}}{\rho}=\frac{165.7\times10^9\ \text{Pa}}{2330\ \text{kg/m}^3}
=7.1116\times10^7\ \text{m}^2/\text{s}^2,
\]

\[
v=8433\ \text{m/s}=8.43\ \text{km/s}.
\]

This is near 8.4 km/s, as required. The derivation assumes small strain, no loss, a wavelength far above the atomic spacing, and a beam wide enough that its edges do not matter.

### (b) A pulse in the wafer

The one-way time is

\[
\frac Lv=\frac{775\times10^{-6}\ \text{m}}{8433\ \text{m/s}}=91.9\ \text{ns}.
\]

The echo returns after twice this time, 183.8 ns.

For the resonance, both faces are free, so \(\sigma_{xx}\) must vanish at \(x=0\) and \(x=L\). The standing wave \(u=U\cos(qx)\cos(\omega t)\), with \(\omega=vq\), has a stress proportional to \(\sin(qx)\). This vanishes at \(x=0\), and it vanishes at \(x=L\) if \(qL=n\pi\) with \(n=1,2,\dots\). The lowest case is \(q=\pi/L\), so

\[
f=\frac{\omega}{2\pi}=\frac{v}{2L}=5.44\ \text{MHz}.
\]

Half a wavelength fits into the thickness. Motion parallel to the faces has separate resonances, which start at a lower frequency because transverse waves are slower, as part (d) shows. The region set in motion must be much wider than the thickness for this one-dimensional result to apply. If the motion also varies along the wafer, the frequency is lower: by about 0.3 % for a sideways half-wavelength of ten thicknesses, and by up to about 4 %, to near 5.2 MHz, for one of about two thicknesses.

### (c) Why a thin rod is slower

In a rod much thinner than the wavelength, the sides are free and have time to move. The sideways stresses are then zero:

\[
\begin{aligned}
0&=C_{11}e_{yy}+C_{12}(e_{xx}+e_{zz}),\\
0&=C_{11}e_{zz}+C_{12}(e_{xx}+e_{yy}).
\end{aligned}
\]

Subtracting gives \((C_{11}-C_{12})(e_{yy}-e_{zz})=0\). As \(C_{11}\ne C_{12}\), the two sideways strains are equal, and either equation gives

\[
e_{yy}=e_{zz}=-\frac{C_{12}}{C_{11}+C_{12}}\,e_{xx}.
\]

The rod narrows when stretched. Its axial stress is

\[
\sigma_{xx}=C_{11}e_{xx}+2C_{12}e_{yy}=E\,e_{xx},
\qquad
E=C_{11}-\frac{2C_{12}^2}{C_{11}+C_{12}} .
\]

This \(E\) is Young's modulus along the cube axis. Numerically,

\[
E=165.7-\frac{2\times64^2}{165.7+64}=130.0\ \text{GPa}.
\]

Newton's law for a slice is unchanged except that \(E\) replaces \(C_{11}\), if the inertia of the small sideways motion is neglected. The rod speed is \(\sqrt{E/\rho}=7.47\) km/s, which is 11.4 % below the speed in (a). In a wide beam, each region is held by its neighbours and cannot narrow, so more stress is needed for the same axial strain.

Two limits show the role of \(C_{12}\). If \(C_{12}=0\), stretching calls for no sideways force, and \(E=C_{11}\). If \(C_{12}\) approaches \(C_{11}\), then \(E\) approaches zero: a column with free sides can then be stretched along the cube axis at almost no cost, although a wide compression wave still has the stiffness \(C_{11}\).

### (d) Other directions

Let the wave travel along a unit vector \(\mathbf n\), with distance \(s=\mathbf n\cdot\mathbf r\) and displacement \(\mathbf u(s,t)\). Define \(\mathbf g=\partial\mathbf u/\partial s\), so that \(\partial u_i/\partial x_j=g_in_j\). The energy is quadratic in \(\mathbf g\) and can be written \(W=\frac12\,\mathbf g\cdot\Gamma\mathbf g\), with a symmetric matrix \(\Gamma\) that depends on \(\mathbf n\).

The work argument of (a), applied to a slab perpendicular to \(\mathbf n\), gives the force per area \(\partial W/\partial\mathbf g=\Gamma\mathbf g\). Newton's law is then

\[
\rho\frac{\partial^2\mathbf u}{\partial t^2}=\Gamma\frac{\partial^2\mathbf u}{\partial s^2}.
\]

For \(\mathbf u=\mathbf a f(s-vt)\) this requires \(\Gamma\mathbf a=\rho v^2\mathbf a\). The eigenvalues of \(\Gamma\) are the values of \(\rho v^2\), and the eigenvectors are the directions of motion.

Take \(\mathbf n=(\cos\theta,\sin\theta,0)\). For \(\mathbf g=(g_x,g_y,0)\), the strains are \(e_{xx}=g_x\cos\theta\), \(e_{yy}=g_y\sin\theta\) and \(e_{xy}=\frac12(g_x\sin\theta+g_y\cos\theta)\). Inserting them in \(W\) and reading off the coefficients gives

\[
\begin{aligned}
\Gamma_{xx}&=C_{11}\cos^2\theta+C_{44}\sin^2\theta,\\
\Gamma_{yy}&=C_{11}\sin^2\theta+C_{44}\cos^2\theta,\\
\Gamma_{xy}&=(C_{12}+C_{44})\sin\theta\cos\theta .
\end{aligned}
\]

Motion along \(z\) gives \(W=\frac12C_{44}g_z^2\) and does not mix with the other two.

At \(\theta=0\), the eigenvalues are \(C_{11},C_{44},C_{44}\). The first is the wave of (a). The others are transverse waves, with speed \(\sqrt{C_{44}/\rho}=5.86\) km/s.

At \(\theta=45^\circ\), the direction [110], \(\Gamma_{xx}=\Gamma_{yy}\). The longitudinal eigenvector is \((1,1,0)\), and its eigenvalue is \(\Gamma_{xx}+\Gamma_{xy}\):

\[
\rho v^2=\frac{C_{11}+C_{12}+2C_{44}}2,\qquad v=9.14\ \text{km/s}.
\]

Along the cube diagonal [111], the threefold symmetry makes \(\mathbf n\) itself an eigenvector. For \(\mathbf g=\mathbf n\), all strain components equal \(1/3\), and \(\rho v^2=2W\) gives

\[
\rho v^2=\frac{C_{11}+2C_{12}+4C_{44}}3,\qquad v=9.37\ \text{km/s}.
\]

If \(C_{11}=C_{12}+2C_{44}\), both expressions reduce to \(C_{11}\), as they must in an isotropic solid. Silicon does not satisfy this condition, so the direction must be stated with the speed.

For a small tilt, write the longitudinal eigenvalue as \(C_{11}+\delta\). To leading order in \(\theta\), in radians,

\[
\Gamma_{xx}=C_{11}-(C_{11}-C_{44})\theta^2,\quad
\Gamma_{yy}=C_{44},\quad
\Gamma_{xy}=(C_{12}+C_{44})\theta .
\]

The eigenvalue condition is \((\Gamma_{xx}-\rho v^2)(\Gamma_{yy}-\rho v^2)=\Gamma_{xy}^2\). Since \(\delta\) is of order \(\theta^2\), it may be dropped from the second factor, which leaves

\[
\left[(C_{11}-C_{44})\theta^2+\delta\right](C_{11}-C_{44})
=(C_{12}+C_{44})^2\theta^2 .
\]

Therefore

\[
\delta=\theta^2\left[\frac{(C_{12}+C_{44})^2}{C_{11}-C_{44}}-(C_{11}-C_{44})\right].
\]

There is no term linear in \(\theta\), so a slight error of cut matters little for the speed. Directions do change linearly with the tilt: the energy of the wave travels at an angle of about \((dv/d\theta)/v\approx\delta/(C_{11}\theta)\) to \(\mathbf n\), which is 1.9° for a 2° tilt and shifts a narrow beam sideways by about 25 µm across the wafer. A quarter turn about the cube axis leaves the elastic energy \(W\) unchanged, and a quadratic function of the two tilt components with this symmetry depends only on the size of the tilt. The result therefore holds for a small tilt in any direction. For 2° the speed rises by 0.057 %. The motion is then no longer strictly along \(\mathbf n\), and the wave is called quasi-longitudinal.

### (e) What the simple model leaves out

**Atomic planes.** Perpendicular to a cube axis, silicon has atomic planes spaced by \(d=a/4\). With the rough lattice constant \(a=0.54\) nm, \(d=0.135\) nm. Suppose that each plane is joined by springs to its nearest neighbours alone. Its mass per area is \(\rho d\). A uniform strain \(e\) stretches each spring by \(ed\) and must give the stress \(C_{11}e\), so the spring constant per area is \(C_{11}/d\). For plane number \(m\),

\[
\rho d\,\frac{d^2u_m}{dt^2}=\frac{C_{11}}d\,(u_{m+1}+u_{m-1}-2u_m).
\]

A wave \(u_m\propto e^{i(qmd-\omega t)}\) turns the bracket into \((2\cos qd-2)u_m=-4\sin^2(qd/2)\,u_m\). Hence

\[
\frac\omega q=v\,\frac{\sin(qd/2)}{qd/2}
\approx v\left(1-\frac{q^2d^2}{24}\right),
\]

where \(\sin y\approx y-y^3/6\) was used. At the wafer resonance, \(q=\pi/L\), the phase speed falls by only \(1.2\times10^{-12}\) %. For a wavelength of 62 planes, which corresponds to 1.01 THz, it falls by 0.043 %. Forces in silicon reach beyond the nearest plane, so these figures give only the order of magnitude; models that include the further planes give a drop two to three times larger. The continuum result fails when the wavelength approaches a few plane spacings.

**Heat flow.** Stretching cools silicon slightly at room temperature, and the stiffness depends on whether heat has time to flow back. Let \(\vartheta\) be the temperature change. Heating with all lengths held fixed produces a compressive stress \(\lambda\vartheta\). Free expansion would give the strain \(\alpha\vartheta\) along each axis, and undoing it takes the stress \((C_{11}+2C_{12})\alpha\vartheta\), so

\[
\lambda=(C_{11}+2C_{12})\alpha=3\alpha B,\qquad B=\frac{C_{11}+2C_{12}}3=97.9\ \text{GPa}.
\]

Here \(B\) is the bulk modulus. With the isothermal constant \(C_{11}^T\), the stress is \(\sigma_{xx}=C_{11}^Te_{xx}-\lambda\vartheta\).

The free energy per volume obeys \(dF=-S\,dT+\sigma_{xx}\,de_{xx}\). Equality of its mixed derivatives gives \(\partial S/\partial e_{xx}=-\partial\sigma_{xx}/\partial T=\lambda\). Without heat flow the entropy stays constant:

\[
0=\frac{\rho c}{T}\vartheta+\lambda e_{xx}
\quad\Rightarrow\quad
\vartheta=-\frac{T\lambda}{\rho c}e_{xx}.
\]

Inserting this in the stress gives the adiabatic constant

\[
C_{11}^S=C_{11}^T+\frac{T(3\alpha B)^2}{\rho c}.
\]

Take the rough values \(\alpha=2.6\times10^{-6}\) K⁻¹ and \(c=700\) J/(kg K), at \(T=300\) K. The difference is 0.107 GPa, or 0.032 % in speed.

To see which constant applies, compare times. Heat spreads over a distance \(1/q\) in a time of order \(1/(Dq^2)\), where \(D\) is the heat diffusivity, while the wave changes in a time \(1/(qv)\). The ratio of the second to the first is \(Dq/v\). With \(D\approx0.8\) cm²/s, it is \(3.8\times10^{-5}\) at the wafer resonance. Heat has almost no time to flow, so the adiabatic constant applies, and the given \(C_{11}\) was taken as such.

**Warming and doping.** For a small change of stiffness at fixed density, \(v\propto\sqrt{C_{11}}\) gives \(\Delta v/v\approx\frac12\Delta C_{11}/C_{11}\). Near room temperature, \(C_{11}\) falls by roughly \(7\times10^{-5}\) of its value per kelvin. A chip 100 K warmer is therefore softer by 0.7 %, and its sound is slower by 0.35 % if the density is held fixed. Thermal expansion lowers the density slightly, which gives back about 0.04 %. Heavy n-type doping, at about \(5\times10^{19}\) electrons per cm³, lowers \(C_{11}\) by roughly 2 %, which lowers the speed by 1.0 %. The drop grows with the electron density: it is roughly 1 % at \(2\times10^{19}\) cm⁻³ and roughly 3 % at \(10^{20}\) cm⁻³.

**The real wafer.** The given stiffness and density are typical of lightly doped silicon at room temperature, and 775 µm is a usual thickness for a large wafer. Of the effects estimated in this part, n-type doping near \(5\times10^{19}\) cm⁻³ moves the result most: it lowers the speed by about 0.08 km/s. Near \(10^{19}\) cm⁻³ its effect is only about as large as that of warming by 100 K. Using Young's modulus for a wide beam would be a far larger error, and so would using the cube-axis speed for a wave along the cube diagonal. A finished chip also carries layers of metal and oxide, which change the echo time and the resonance frequency; the values in (b) are for bare silicon.
